# Replica swaps between electric fields at one temperature

A simulated ferroelectric cell at a weak field may stay in one polarization state for the whole run, because reversal requires a rare crossing of an energy barrier. One possible remedy is to run several copies, or replicas, of the cell in different fields and now and then to exchange their configurations. A configuration that is hard to reach at one field can then arrive from another, which helps if it is reached more easily there. The exchange must leave the equilibrium distribution at every field unchanged, and this requirement restricts the probability with which it may be accepted.

## Setting and assumptions

Let \(x\) denote the positions and momenta of all ions in a cell of fixed shape. Replica \(i\) is held in a uniform macroscopic field \(\mathbf E_i\) and has the energy

\[
H_i(x)=K(x)+U(x)-\mathbf E_i\cdot\mathbf M(x), \tag{1}
\]

where \(K\) is the kinetic energy, \(U\) the potential energy at zero field and \(\mathbf M\) the dipole moment of the cell. The minus sign makes a dipole along the field favourable. The assumptions are these.

1. All replicas have the same inverse temperature \(\beta=1/(k_BT)\), the same masses and the same function \(U\).
2. The field enters the energy linearly, as in (1). The dipole may be any function of the configuration.
3. \(\mathbf M(x)\) is single-valued on the configurations sampled, is the same function in the sampling and in the swap, and gives a finite partition function \(Z_i=\int e^{-\beta H_i(x)}dx\).
4. The motion is classical, and the choice of which pair attempts a swap does not depend on the configurations.

Between swaps the replicas evolve independently, each by a method that preserves its own Boltzmann distribution. The joint distribution to be preserved for a pair is therefore a product. With \(x\) in replica \(i\) and \(y\) in replica \(j\),

\[
\pi(x,y)=\frac{e^{-\beta H_i(x)}}{Z_i}\,\frac{e^{-\beta H_j(y)}}{Z_j}. \tag{2}
\]

## The theorem

**Theorem.** Let replica \(i\) hold \(x_i\) and replica \(j\) hold \(x_j\), and write \(\mathbf M_i=\mathbf M(x_i)\), \(\mathbf M_j=\mathbf M(x_j)\). Under assumptions 1 to 4, the Metropolis probability of accepting the swap is

\[
A=\min\{1,e^{-\Delta}\},\qquad
\Delta=\beta(\mathbf E_i-\mathbf E_j)\cdot(\mathbf M_i-\mathbf M_j), \tag{3}
\]

and a swap made with this probability leaves (2) unchanged.

**Lemma 1 (detailed balance).** Define \(\Delta(x,y)\) by \(e^{-\Delta(x,y)}=\pi(y,x)/\pi(x,y)\). If the swap \((x,y)\to(y,x)\) is accepted with probability \(\min\{1,e^{-\Delta(x,y)}\}\), then \(\pi\) is stationary.

*Proof.* The probability flow from \((x,y)\) to \((y,x)\) is

\[
\pi(x,y)\min\left\{1,\frac{\pi(y,x)}{\pi(x,y)}\right\}
=\min\{\pi(x,y),\pi(y,x)\}.
\]

The right side does not change when \(x\) and \(y\) are interchanged, so the reverse flow is equal. Each state loses to its partner what it gains from it, and a rejected swap changes nothing. \(\square\)

**Lemma 2 (cancellation).** For the energies (1), the quantity \(\Delta(x_i,x_j)\) of Lemma 1 is the \(\Delta\) of (3).

*Proof.* In \(\pi(x_j,x_i)/\pi(x_i,x_j)\) the factor \(1/(Z_iZ_j)\) occurs above and below and cancels: the swap moves configurations, while the fields stay with their replicas. Taking minus the logarithm gives

\[
\Delta=\beta\left[H_i(x_j)+H_j(x_i)-H_i(x_i)-H_j(x_j)\right]. \tag{4}
\]

The potential energies contribute \(U(x_j)+U(x_i)-U(x_i)-U(x_j)=0\), and the kinetic energies cancel in the same way. The field terms remain:

\[
\begin{aligned}
\Delta&=\beta\left[-\mathbf E_i\cdot\mathbf M_j-\mathbf E_j\cdot\mathbf M_i+\mathbf E_i\cdot\mathbf M_i+\mathbf E_j\cdot\mathbf M_j\right]\\
&=\beta\left[\mathbf E_i\cdot(\mathbf M_i-\mathbf M_j)-\mathbf E_j\cdot(\mathbf M_i-\mathbf M_j)\right]\\
&=\beta(\mathbf E_i-\mathbf E_j)\cdot(\mathbf M_i-\mathbf M_j).\qquad\square
\end{aligned}
\]

The two lemmas together prove the theorem.

**Remark 1 (sign and meaning).** Take parallel fields with \(E_i>E_j\), and compare the dipoles by their signed components along the field. If the stronger field already holds the larger dipole, then \(\Delta>0\) and the swap is accepted only with probability \(e^{-\Delta}\). If it holds the smaller dipole, then \(\Delta<0\) and the swap is certain. For equal fields or equal dipoles \(\Delta=0\), and the swap is also certain.

**Remark 2 (what "only differences" means).** Adding one constant vector to all fields, or one to all dipoles, leaves \(\Delta\) unchanged for two given configurations. It does not follow that the average swap rate depends on the field spacing alone, because the fields themselves determine which dipoles occur.

**Remark 3 (interatomic potentials).** An error in a fitted potential cancels from (4) if all replicas share the potential, but the distributions sampled are still those of the fitted potential. The dipole in (3) must be the one whose gradient supplies the field force, \(\nabla(\mathbf E_i\cdot\mathbf M)\). If the forces use fixed effective charges, so must the swap.

## Where further terms appear

**Unequal temperatures.** Each energy in (4) then carries the \(\beta\) of the replica in which it is evaluated. With momenta redrawn or rescaled so that the kinetic part drops out,

\[
\Delta=(\beta_i-\beta_j)(U_j-U_i)+(\beta_i\mathbf E_i-\beta_j\mathbf E_j)\cdot(\mathbf M_i-\mathbf M_j). \tag{5}
\]

The potential energies no longer cancel, and the second factor is not the plain field difference. For \(\beta_i=\beta_j\), (3) returns.

**Induced dipoles.** If the electrons respond to the field with a scalar polarizability \(\alpha(x)\), the energy gains \(-\tfrac12\alpha(x)E^2\), and \(\mathbf M\) denotes the dipole without this response. Inserting the new term in (4) gives

\[
-\tfrac{\beta}{2}\left[\alpha_jE_i^2+\alpha_iE_j^2-\alpha_iE_i^2-\alpha_jE_j^2\right]
=\tfrac{\beta}{2}(E_i^2-E_j^2)(\alpha_i-\alpha_j). \tag{6}
\]

This is an addition to \(\Delta\). It vanishes if the polarizability is the same in both configurations.

**Depolarization and fixed displacement.** An energy \(\tfrac12cM^2\) with the same \(c\) in every replica depends on the configuration alone. It belongs to \(U\) and cancels. This covers the case in which the displacement field \(\mathbf D\) is held fixed instead of \(\mathbf E\). For cell volume \(\Omega\), and with electronic response left out, the field energy is

\[
\frac{\Omega}{2\varepsilon_0}\left|\mathbf D-\frac{\mathbf M}{\Omega}\right|^2
=\frac{\Omega D^2}{2\varepsilon_0}-\frac{\mathbf D\cdot\mathbf M}{\varepsilon_0}+\frac{M^2}{2\varepsilon_0\Omega}.
\]

The first term is a constant for each replica and the last is common to all, so both cancel. The middle term has the form of (1) with \(\mathbf E\) replaced by \(\mathbf D/\varepsilon_0\), and hence \(\Delta=\beta(\mathbf D_i-\mathbf D_j)\cdot(\mathbf M_i-\mathbf M_j)/\varepsilon_0\).

**The branch of the dipole.** In a periodic cell, an ion that leaves through one face is often put back at the opposite face. A dipole computed from the folded positions then jumps by the ion's charge times the cell length, although nothing physical has jumped. The swap needs the dipole followed continuously. If ions can travel round the periodic cell without limit, however, the continuous dipole is not a function of the folded positions and the field energy has no lower bound. Assumption 3 then fails, and there is no equilibrium distribution for the swap to preserve.

## The average swap rate

**Proposition.** In equilibrium, the mean acceptance is

\[
\langle A\rangle=2P(\Delta<0)+P(\Delta=0). \tag{7}
\]

*Proof.* Split the average of \(\min\{1,e^{-\Delta}\}\) by the sign of \(\Delta\). Pairs with \(\Delta\le0\) contribute \(P(\Delta<0)+P(\Delta=0)\). Pairs with \(\Delta>0\) contribute the sum of \(\pi(x,y)e^{-\Delta(x,y)}=\pi(y,x)\). Since \(\Delta(y,x)=-\Delta(x,y)\), this is the total probability of the interchanged pairs, all of which have \(\Delta<0\). It equals \(P(\Delta<0)\). \(\square\)

For parallel fields, the swap rate is thus twice the probability that the replica in the stronger field has the smaller dipole component along the field, plus the probability of a tie. Swaps require the two dipole distributions to overlap.

**Corollary (Gaussian dipole).** Let the dipole along the field be Gaussian at zero field, with mean \(m_0\) and width \(\sigma\). A field multiplies its distribution by \(e^{\beta EM}\), and completing the square gives

\[
-\frac{(M-m_0)^2}{2\sigma^2}+\beta EM
=-\frac{(M-m_0-\beta E\sigma^2)^2}{2\sigma^2}+\text{constant}.
\]

The width is unchanged and the mean moves by \(\beta E\sigma^2\). Set \(a=\beta|E_i-E_j|\sigma\). The mean of \(M_i-M_j\) is \(\beta(E_i-E_j)\sigma^2\) and its variance is \(2\sigma^2\), because the replicas are independent. Hence \(\Delta\) is Gaussian with mean \(a^2\) and variance \(2a^2\). It is negative with probability \(\tfrac12\operatorname{erfc}\!\left[a^2/(\sqrt2\,\sqrt{2a^2})\right]=\tfrac12\operatorname{erfc}(a/2)\), and (7) gives

\[
\langle A\rangle=\operatorname{erfc}(a/2). \tag{8}
\]

For \(N\) independent, identical cells the variances add, so \(\sigma\propto\sqrt N\). At fixed temperature and fixed swap rate the field spacing must then shrink as \(1/\sqrt N\), and the number of replicas that span a given field range grows as \(\sqrt N\). If instead all cells reverse together between \(\pm Np_0\), with \(p_0\) the dipole of one cell, then \(\sigma=Np_0\) at zero field. The distribution is no longer Gaussian, and (8) does not apply.

## A hafnia-like model

Consider a periodic sheet of four polar cells, one cell thick along the field. Each has a dimensionless polar coordinate \(u_k\), and

\[
U=\sum_k B(u_k^2-1)^2+\sum_{\text{links}}\frac{K_c}{2}(u_k-u_l)^2,\qquad M=p_0\sum_k u_k .
\]

Each cell has two links, so the four cells form a ring. The parameters are \(B=0.080\) eV, \(K_c=0.015\) eV, \(p_0=0.40\) e nm and \(T=300\) K, for which \(k_BT=0.02585\) eV. The dipole \(p_0\) comes from four oxygen ions of effective charge magnitude 2.5 e, each displaced by 0.04 nm. Fields are in MV/cm, with 1 MV/cm equal to 0.1 V/nm.

**One swap.** The replica at 1.0 MV/cm has all cells at \(u=1\), so \(M=1.60\) e nm and \(U=0\). The replica at 0.5 MV/cm has one cell at \(u=-1\), so \(M=0.80\) e nm. Its two broken links cost \(2\times\tfrac12(0.015)(2)^2=0.060\) eV. The total energies, without the kinetic part, are

- before: \(0-0.10\times1.60=-0.160\) eV and \(0.060-0.05\times0.80=0.020\) eV;
- after: \(0.060-0.10\times0.80=-0.020\) eV and \(0-0.05\times1.60=-0.080\) eV.

The sum rises from \(-0.140\) to \(-0.100\) eV, that is, by 0.040 eV. The short formula gives the same, \((0.10-0.05)(1.60-0.80)=0.040\) eV, with no reference to the 0.060 eV. Hence \(\Delta=0.040/0.02585=1.55\) and \(A=0.213\). The reverse swap has \(\Delta=-1.55\) and is always accepted.

**Stationarity.** For two such cells joined by one link, at 0 and 0.5 MV/cm, the joint distribution on a grid of \(u\) was propagated through one swap step. Its total variation distance from the original, on a scale from 0 to 1, was \(5\times10^{-17}\) with rule (3), which is rounding error. With the sign of \(\Delta\) reversed it was 0.63. With the dipole folded into a range of width 1.02 e nm in the swap but not in the sampling, it was 0.51. This width is the jump made by one oxygen of formal charge \(-2e\) crossing a 0.51 nm cell; a dipole computed with the effective charge of 2.5 e would jump by 1.3 e nm.

**Swap rates.** For four cells, all 707,281 states of a grid with 29 values of \(u\) per cell were summed. The same grid model was then simulated in 1500 independent runs of 600 sweeps, after 100 warm-up sweeps, with (3) deciding the swaps.

| Pair (MV/cm) | Rate, full sum | Rate, simulation |
|---|---:|---:|
| 0.0 / 0.5 | 0.293 | 0.295 ± 0.001 |
| 0.5 / 1.0 | 0.707 | 0.707 ± 0.001 |
| 1.0 / 1.5 | 0.798 | 0.798 ± 0.001 |

On a finer grid the summed rates fall by up to 0.0005, to 0.292, 0.707 and 0.797. The simulated mean dipoles also agree with the sums, within the test's limit of five standard errors. At 0.5 MV/cm, for example, they are \(1.361\pm0.001\) and 1.361 e nm. The spacing is the same for all three pairs, yet the rates differ greatly, as Remark 2 allows. The mean dipole rises by 1.36 e nm over the first step but by only 0.08 e nm over the last, so the last two distributions overlap far more.

The Gaussian estimate fails for the first pair. The zero-field width of 1.129 e nm gives \(a=0.05\times1.129/0.02585=2.18\) and a rate of 0.12, against the true 0.29. The corollary would move the mean by \(0.05\times1.129^2/0.02585=2.5\) e nm, whereas the actual shift is 1.36 e nm. The width, assumed constant, falls to 0.461 e nm at 0.5 MV/cm.

Within one well, (8) is a more natural guide. Near \(u=1\), a small displacement \(v\) costs \(B(2v)^2=\tfrac12(8B)v^2\) per cell, and the links do not resist a uniform displacement. Equipartition then gives \(\sigma=p_0\sqrt{Nk_BT/(8B)}\), which is 0.161 e nm for four cells. In this harmonic approximation a swap rate of 0.3 corresponds to a spacing of 2.4 MV/cm for 4 cells and 0.24 MV/cm for 400. In this approximation the hundredfold larger cell needs a tenfold finer spacing, provided that no cell reverses. Near zero field these spacings are somewhat too wide, because the real well is softer than harmonic on the side of the barrier; a strong field pushes \(u\) to the stiffer side and reverses the error. With every cell confined to \(u>0\), the zero-field width for four cells is 0.20 e nm instead of 0.16 e nm, and for a ring of 400 cells a spacing of 0.24 MV/cm gives a swap rate of about 0.20 for the pair starting at zero field, 0.30 from 1.5 MV/cm and 0.35 from 2.5 MV/cm. Without the confinement the cells of this model do reverse at 300 K: the zero-field width of the 400-cell ring is about 12 e nm, and the same spacing gives a rate near \(10^{-11}\) from zero field, 0.02 from 0.5 MV/cm and 0.16 from 1.0 MV/cm.

## Relation to real films

The parameters are rough values for the regime of ferroelectric hafnia, not a fit. The cell polarization of 48 μC/cm² suits an ideally aligned crystal. Polycrystalline films can show less, for example 20 μC/cm², partly because their polar axes are tilted. A tilt of 60° halves the dipole along the field, which in the worked swap would halve \(\Delta\) to 0.77 and raise \(A\) to 0.46. The barrier is a model choice, since calculated barriers depend strongly on the switching path. The model's zero mean dipole at zero field is an equilibrium average over both orientations and does not describe the polarization that a film retains. The top field, 1.5 MV/cm, is somewhat over a third of a rough breakdown field of 4 MV/cm; leakage and breakdown are not modelled.

One omission that matters for a device is imperfect screening by the electrodes. Let the screening layers have a total vacuum-equivalent thickness \(s\), and let the film have thickness \(d\gg s\) and polarization \(P\). At short circuit \(E_fd+E_ss=0\), and continuity of displacement requires \(\varepsilon_0E_f+P=\varepsilon_0E_s\). Eliminating \(E_s\) gives \(E_f=-Ps/[\varepsilon_0(d+s)]\approx-Ps/(\varepsilon_0d)\). For an assumed \(s=0.01\) nm and \(d=10\) nm this is 0.55 MV/cm in magnitude, about one step of the field ladder. This value of \(s\) means very good screening, and the field grows almost in proportion to \(s\): \(s=0.05\) nm would give 2.7 MV/cm, more than the whole ladder. Its energy is quadratic in \(M\), so \(A\) for two given configurations does not change. The populations do: in a mean-field estimate the depolarizing field is proportional to the mean dipole, so an applied 1.0 MV/cm acts like \(1.0-0.55\times1.4/1.6\approx0.52\) MV/cm, at which the mean dipole is about 1.4 e nm instead of 1.57 e nm.

For the numbers of this example, other effects have these sizes:

- A 5 % change of electronic polarizability in all four cells, with a high-frequency permittivity of 4.5, changes \(\Delta\) by 0.001 for the top pair, by (6).
- If the high-field replica of the worked swap is 1 K too hot, (5) lowers \(\Delta\) by 0.018.
- Quantum motion of the oxygen ions, with a mode energy of 16 meV, raises the harmonic dipole variance within a well by 3 % over its classical value. This energy is that of the model's soft mode; for stiffer modes of 30 or 50 meV the correction to their own variance would be 11 % or 29 %.
- At 358 K, the worked swap is accepted with probability 0.27 instead of 0.21.
- One branch error of 1.02 e nm in a dipole changes \(\Delta\) by 1.97 in magnitude at this field spacing, more than the whole \(\Delta\) of the worked swap.

The values computed by the program are in the numerical output below.

## Computed results

```
temperature 300 K, kT 0.02585 eV
cell edge 0.51 nm, cell volume 0.1327 nm3
polar O per cell 4, effective charge 2.5 e
O shift at u=1 0.04 nm, cell dipole p0 0.40 e nm
polarization at u=1 48.3 uC/cm2
barrier B 0.080 eV, coupling K 0.015 eV
u grid -1.75 to 1.75, 29 levels, 707281 states
One swap: high-field replica all up, low-field one cell down
fields 1.0 and 0.5 MV/cm
dipoles 1.60 and 0.80 e nm
U all up 0.000 eV
U one down 0.060 eV
H before: high -0.160, low 0.020 eV
H after: high -0.020, low -0.080 eV
energy change 0.0400 eV, cost 1.5473
acceptance 0.2128, reverse swap 1.0000
Joint distribution shift after one swap, two cells, 0 and 0.5 MV/cm
right rule 5.0e-17, wrong sign 0.631
folded dipole 0.512, fold length 1.02 e nm
Simulation: 1500 runs, 100 warm-up, 600 sweeps
field 0.0 MV/cm: mean M exact 0.0000, run 0.0036 +- 0.0048 e nm
field 0.5 MV/cm: mean M exact 1.3613, run 1.3606 +- 0.0012 e nm
field 1.0 MV/cm: mean M exact 1.5664, run 1.5667 +- 0.0004 e nm
field 1.5 MV/cm: mean M exact 1.6459, run 1.6459 +- 0.0004 e nm
pair 0.0/0.5 MV/cm: swap rate exact 0.2925, run 0.2945 +- 0.0014
pair 0.5/1.0 MV/cm: swap rate exact 0.7071, run 0.7066 +- 0.0009
pair 1.0/1.5 MV/cm: swap rate exact 0.7976, run 0.7980 +- 0.0007
dipole width at the four fields (e nm): [1.129 0.461 0.236 0.179]
Gaussian estimate, pair 0.0/0.5 MV/cm: 0.1227
one harmonic well, 4 cells: width 0.161 e nm, spacing 2.357 MV/cm for rate 0.3
one harmonic well, 400 cells: width 1.608 e nm, spacing 0.236 MV/cm for rate 0.3
Effects left out
eps_inf 4.5, assumed change 5 %
polarizability term, top pair: cost change 0.00124
high-field replica 1 K hotter: cost change -0.0180
O mode quantum 16.2 meV, dipole variance +3.2 %
film 10 nm, screening length 0.01 nm
depolarizing field 0.55 MV/cm
one branch error in M: cost change 1.97
acceptance of the same swap at 358 K 0.2735
rough breakdown field 4 MV/cm, top field is 38 % of it
```
